# Apparent activation energy from a series of sharp spike anneals

## Problem

A thin doped marker layer was grown into a silicon wafer. Pieces of the wafer receive spike anneals with different peak temperatures $T_p$. In each spike the temperature rises linearly at rate $R_u$ from a start temperature $T_s$ to a sharp peak, then falls linearly at rate $R_d$ back to $T_s$. The values of $R_u$, $R_d$ and $T_s$ are the same in every spike; $R_u$ and $R_d$ need not equal each other. The dopant diffuses with

$$D(T)=D_0\,e^{-E/kT},$$

where $E$ is the true activation energy and $D$ does not depend on position or concentration. The "$Dt$" of a spike means

$$B=\int D\big(T(t)\big)\,dt .$$

An experimenter plots $\ln B$ against $1/kT_p$ and reads an apparent activation energy from the slope,

$$E_{\rm app}=\frac{d\ln B}{d(-1/kT_p)} .$$

(a) Show that $B$ is half the growth of the marker's variance.

(b) Show that $E_{\rm app}$ exceeds $E$ by $2kT_p$ to leading order in $kT_p/E$, and bound the correction.

(c) Explain the excess physically. Find how to remove it from the plot, and what it does to the prefactor.

(d) Evaluate the results for $D_0=1\ \mathrm{cm^2/s}$, $E=3.5$ eV, $R_u=200$ K/s, $R_d=80$ K/s, a start at 600 °C and peaks from 1000 to 1100 °C. The marker is a Gaussian with an initial standard deviation of 3 nm.

(e) How does the excess change if the tip is rounded, if the peak is held, or if the wafer cools by radiation?

## Solution

### (a) What the marker measures

The concentration $C(x,t)$ obeys $\partial_t C=D(t)\,\partial_x^2C$, because $D$ varies in time but not in space. Let $N=\int C\,dx$ be the conserved dose, and put $x=0$ at the marker's centre. Then

$$\frac{d}{dt}\int x^2C\,dx=D\int x^2\,\partial_x^2C\,dx=-2D\int x\,\partial_xC\,dx=2D\int C\,dx=2DN .$$

Each of the last two steps is an integration by parts, with boundary terms that vanish because $C$ vanishes far from the marker. Dividing by $N$ and integrating over the spike gives

$$\sigma_{\rm after}^2-\sigma_{\rm before}^2=2B .$$

### (b) The apparent energy

**From time to temperature.** On the way up $dt=dT/R_u$. On the way down $dt=-dT/R_d$, and the limits run from $T_p$ to $T_s$, so the two minus signs cancel. Hence

$$B=\left(\frac1{R_u}+\frac1{R_d}\right)I,\qquad I=\int_{T_s}^{T_p}D(T)\,dT .$$

Since $d(-1/kT_p)=dT_p/(kT_p^2)$, the apparent energy is $kT_p^2\,d\ln B/dT_p$. The factor with the rates does not depend on $T_p$, so it drops out of the logarithmic derivative. With $dI/dT_p=D(T_p)$,

$$E_{\rm app}=\frac{kT_p^2\,D(T_p)}{I}. \tag{1}$$

This is where the identical rates are used: if the sum $1/R_u+1/R_d$ changed with the peak, the derivative of its logarithm would add to the slope.

**Evaluating the integral.** From $dD/dT=(E/kT^2)D$ and the product rule,

$$\frac{d}{dT}\left[\frac{kT^2}{E}D\right]=\frac{2kT}{E}D+\frac{kT^2}{E}\,\frac{E}{kT^2}D=D\left(1+\frac{2kT}{E}\right).$$

Define the mean temperature of the diffusion, $\langle T\rangle=\frac1I\int_{T_s}^{T_p}T\,D\,dT$. Integrating from $T_s$ to $T_p$ gives

$$\frac{kT_p^2}{E}D(T_p)-\frac{kT_s^2}{E}D(T_s)=I\left(1+\frac{2k\langle T\rangle}{E}\right).$$

Multiplying by $E/I$ and using (1),

$$E_{\rm app}=E+2k\langle T\rangle+\frac{kT_s^2D(T_s)}{I}. \tag{2}$$

No approximation has been made. The last term comes from the start of the ramp. For a start well below the peak, $I\approx(kT_p^2/E)\,D(T_p)$, so this term is roughly $E\,(T_s/T_p)^2D(T_s)/D(T_p)$. It is negligible beside $2kT_p$ when $D(T_s)/D(T_p)\ll 2kT_p/E$. It matters if the spike begins too close to its peak: as $T_s\to T_p$, $I\to D(T_p)(T_p-T_s)$, and (1) gives $E_{\rm app}\to kT_p^2/(T_p-T_s)$, which grows without limit.

**Locating the mean temperature.** Let $\theta=T_p-T$ be the depth below the peak. Then

$$\frac1{T_p-\theta}-\frac1{T_p}=\frac{\theta}{T_p(T_p-\theta)}=\frac{\theta}{T_p^2}+\frac{\theta^2}{T_p^2(T_p-\theta)} .$$

So, with $w=kT_p^2/E$,

$$D=D(T_p)\,e^{-\theta/w}\,g(\theta),\qquad g(\theta)=\exp\left[-\frac{E}{k}\frac{\theta^2}{T_p^2(T_p-\theta)}\right].$$

The length $w$ on the temperature axis is the depth over which $D$ falls by about a factor $e$. The function $g$ decreases with $\theta$, and the start of the ramp can be included by setting $g=0$ for $\theta>T_p-T_s$.

For a pure exponential the mean depth is $w$, that is, $\int_0^\infty(\theta-w)e^{-\theta/w}d\theta=0$. We may therefore subtract the constant $g(w)$ in

$$\int_0^\infty(\theta-w)e^{-\theta/w}g(\theta)\,d\theta=\int_0^\infty(\theta-w)e^{-\theta/w}\,[g(\theta)-g(w)]\,d\theta<0 .$$

The sign follows because $\theta-w$ and $g(\theta)-g(w)$ have opposite signs on both sides of $w$. Thus $0<\langle\theta\rangle<w$, and since $\langle T\rangle=T_p-\langle\theta\rangle$,

$$2kT_p\left(1-\frac{kT_p}{E}\right)<2k\langle T\rangle<2kT_p . \tag{3}$$

With the start term negligible,

$$E_{\rm app}-E\simeq 2kT_p ,$$

which is the result asked for. The excess lies below $2kT_p$ by less than $2(kT_p)^2/E$.

### (c) Meaning, correction and prefactor

Define the effective time $t_{\rm eff}=B/D(T_p)$, the length of a soak at $T_p$ that would give the same $B$. Equation (1) gives

$$t_{\rm eff}=\frac{kT_p^2}{E_{\rm app}}\left(\frac1{R_u}+\frac1{R_d}\right). \tag{4}$$

Diffusion happens mostly within a band of depth about $w$ below the peak, and $w$ grows as $T_p^2$. At fixed ramp rates, a hotter spike therefore spends longer in its own diffusing band. The plot of $\ln B=\ln D(T_p)+\ln t_{\rm eff}$ counts this longer time as if it were a larger $D$. The slope of $\ln T_p^2$ is $kT_p^2\cdot 2/T_p=2kT_p$, which is the excess.

The remedy is to plot $\ln(B/T_p^2)$. Its slope is $E-2k(T_p-\langle T\rangle)$ when the start term is dropped, and by (3) this is below $E$ by less than $2(kT_p)^2/E$.

For the prefactor, take the tangent to the plot at a reference peak $T_m$. Its intercept at $1/kT_p=0$ is

$$\ln B(T_m)+\frac{E_{\rm app}}{kT_m}=\ln\big[D_0\,t_{\rm eff}(T_m)\big]+\frac{E_{\rm app}-E}{kT_m}.$$

An experimenter who divides by $t_{\rm eff}(T_m)$ thus finds $D_0$ multiplied by $e^{(E_{\rm app}-E)/kT_m}$, which is $e^2\approx7.4$ to leading order. The two errors cancel at $T_m$ but not elsewhere.

### (d) Numbers

At 1050 °C, $T_p=1323.15$ K and $kT_p=0.1140$ eV, so $2kT_p=0.228$ eV, or about 0.23 eV. The small parameter is $kT_p/E=0.0326$. The lower bound in (3) is

$$0.2280\,(1-0.0326)=0.2206\ \text{eV}.$$

Numerical integration gives $\langle T\rangle=1284.8$ K, which lies about 38 K below the peak, compared with $w=43.1$ K. The excess is then $2k\langle T\rangle=0.2214$ eV, and $E_{\rm app}=3.721$ eV. The start term is about $2\times10^{-7}$ eV.

The leading formula for the effective time, with $E$ in place of $E_{\rm app}$ in (4), gives

$$43.1\ \text{K}\times\left(\frac1{200}+\frac1{80}\right)\text{s/K}=0.754\ \text{s}.$$

With $E_{\rm app}$ it is $0.754\times3.5/3.721=0.709$ s. Since $D=4.664\ \mathrm{nm^2/s}$ at the peak, $B=4.664\times0.709\approx3.31\ \mathrm{nm^2}$. The marker widens from 3 nm to $\sqrt{9+2\times3.31}=3.95$ nm.

Integrating $D$ numerically over five spikes gives:

| Peak (°C) | $B$ (nm²) | $t_{\rm eff}$ (s) |
|---|---|---|
| 1000 | 0.920 | 0.658 |
| 1025 | 1.765 | 0.684 |
| 1050 | 3.309 | 0.709 |
| 1075 | 6.063 | 0.736 |
| 1100 | 10.874 | 0.762 |

Between the first and last rows $1/kT_p$ falls by $0.664\ \mathrm{eV^{-1}}$. The slope of $\ln B$ is $\ln(10.874/0.920)/0.664=3.72$ eV. The last column alone contributes $\ln(0.762/0.658)/0.664=0.22$ eV, which is the whole excess. A change of only 16% in effective time produces it.

A least-squares line through all five points gives 3.721 eV. Fitting $\ln(B/T_p^2)$ instead gives 3.493 eV, within 0.01 eV of the true value. The prefactor of the uncorrected line, divided by $t_{\rm eff}$ at 1050 °C, is 6.96 times $D_0$. If that line is used to predict diffusion in a soak at 800 °C, it gives 0.64 of the true $D$, an underestimate of 36%.

### (e) Other pulse shapes

**Rounded tips.** Let the whole pulse shift rigidly with its peak, $T(t)=T_p-\theta(t)$ with $\theta(t)$ fixed, and neglect diffusion near the start. Then $dB/dT_p=\int(E/kT^2)D\,dt$, and

$$E_{\rm app}=E\left\langle\frac{T_p^2}{T^2}\right\rangle\simeq E+\frac{2E\langle\theta\rangle}{T_p},$$

where the average is over time with weight $D$, and the last form uses $(1-\theta/T_p)^{-2}\simeq1+2\theta/T_p$. Three cases follow to leading order:

- For linear ramps $\langle\theta\rangle=w$, and the excess is $2kT_p$.
- For a parabolic tip, $\theta=ct^2/2$ with $t$ measured from the peak, the weight is $e^{-ct^2/2w}$. This is a Gaussian with $\langle t^2\rangle=w/c$, so $\langle\theta\rangle=w/2$ and the excess is $kT_p$.
- For a soak of fixed time $\theta=0$, and there is no excess.

As an intermediate case, let the heating rate turn uniformly from $+200$ to $-80$ K/s in 0.5 s. Numerical integration at 1050 °C then gives an excess of 0.17 eV.

**A hold at the peak.** Add a fixed hold time $t_h$, so that the total is $B+D(T_p)t_h$. The apparent energy of a sum is the average of the apparent energies of its parts, weighted by their shares, because $kT_p^2\,dB/dT_p$ is additive. The hold has no excess. With $t_h=5$ s the ramps supply

$$\frac{3.309}{3.309+5\times4.664}=0.124$$

of the total, and the excess falls to $0.124\times0.2214=0.0275$ eV.

**Radiative cooling.** Suppose the cooling rate is proportional to $T^4$, as for radiation to cold surroundings. The cooling leg then contains $\int T^{-4}D\,dT$, and the identity used in (b) becomes

$$\frac{d}{dT}\left[\frac{k}{E}T^{-2}D\right]=T^{-4}D\left(1-\frac{2kT}{E}\right).$$

The same steps give an apparent energy near $E-2kT_p$ for this leg. A hotter spike still has a wider diffusing band, $w\propto T_p^2$, but it crosses the band at a rate that grows as $T_p^4$, so its effective cooling time falls as $T_p^{-2}$. If heating and cooling supply shares $f_u$ and $f_d$ of $B$,

$$E_{\rm app}-E\simeq2kT_p\,(f_u-f_d).$$

Let the cooling rate be 80 K/s at 1050 °C, with heating unchanged. Numerical integration gives $f_d=0.739$, and the estimate is $0.228\,(0.261-0.739)=-0.109$ eV. The full numerical slope gives $-0.105$ eV. Warm surroundings make it more negative: with a rate proportional to $T^4-T_w^4$, $T_w=700$ K and the same 80 K/s at 1050 °C, it is $-0.14$ eV. The plot now underestimates $E$, so the result in (b) holds for controlled linear ramps, whose rates do not vary with temperature or from spike to spike, and not for free radiative cooling.

### The model beside a real anneal

The ramp rates and peaks are rough typical values for lamp-heated spike anneals, and $D_0$ and $E$ are rough values for boron in lightly doped silicon. The perfectly sharp tip is an idealization. Real cooling often depends on temperature, and the radiative case shows that this can move the excess from $+0.22$ to $-0.11$ eV. Implanted layers break a further assumption: damage releases extra point defects that speed up diffusion. If this adds an amount $A$ to $B$ that does not depend on the peak, $E_{\rm app}$ is multiplied by $B/(B+A)$. For a chosen $A=1\ \mathrm{nm^2}$ at 1050 °C the shift is $-3.721\times1/4.309=-0.86$ eV, much larger than the effect studied here. This is why the problem uses a grown marker.

Two smaller errors also compete with the excess. If the thermometer reads correctly at the coolest peak but 3 K too high at the hottest, with a linear error between, the 100 K range reads as 103 K, and the refitted energy drops by 0.10 eV. Doping matters too if $D$ is proportional to the hole density. For a marker of $10^{18}\ \mathrm{cm^{-3}}$ and a rough intrinsic density $n_i=4\times10^{16}\,T^{3/2}e^{-0.6\,\mathrm{eV}/kT}\ \mathrm{cm^{-3}}$ ($T$ in K), charge neutrality gives $p/n_i=h+\sqrt{1+h^2}$ with $h=10^{18}\ \mathrm{cm^{-3}}/2n_i$. Integrating $D\,p/n_i$ over the spike lowers the apparent energy by about 0.05 eV. This estimate holds the concentration at its starting peak and omits the built-in electric field. Local neutrality is also only rough here, because the Debye length at 1050 °C is about 2 nm, close to the marker's 3 nm width. With the field, the spreading and Poisson screening included, the shift read from the variance is about 0.04 eV. The widths themselves must be measured very finely, since the coolest spike widens the marker only from 3.00 to 3.29 nm. An error $\delta$ in $\sigma_{\rm before}$ acts like a peak-independent $A\approx-\sigma_{\rm before}\delta$, and $\delta=\pm0.05$ nm already shifts the fitted energy by about $\pm0.2$ eV, as much as the whole excess. A measured excess of 0.2 eV can therefore be assigned to the ramps only when the measured widths, the temperature record, the cooling rates, the doping and the damage are all under control.

All numerical values are calculated from the stated model.
